# Range and shape of the density matrix in a nondegenerate electron gas

## Problem

Noninteracting electrons fill three-dimensional space uniformly. Their temperature is high, or their density low, so that each plane-wave state is occupied with a probability much smaller than one. The one-particle density matrix $\rho$ measures the coherence between two points: its value at coinciding points is the electron density, and its decay with separation tells how far apart two points can be and still be linked by the quantum state of the gas. This decay is the nearsightedness that linear-scaling methods use when they drop distant elements of the density matrix.

Hartree atomic units are used, and the temperature $T$ is an energy, so $k_B=1$. An electron with wave vector $\mathbf k$ has energy $\varepsilon=k^2/2$. The chemical potential is $\mu$, the fugacity is $z=e^{\mu/T}$, and $g=2$ counts the spin states. The density matrix is summed over spin.

(a) Find the density matrix for Boltzmann occupation,

$$f_B=e^{-(\varepsilon-\mu)/T}=z\,e^{-k^2/2T}.$$

(b) Electrons obey Fermi-Dirac statistics, with

$$f_F=\frac{1}{e^{(\varepsilon-\mu)/T}+1}.$$

For negative $\mu$, how well and out to what distance does the answer to (a) describe the density matrix? Give numbers for $T=0.05$ hartree (15 789 K) and $\mu/T=-1,-3,-5$.

## First estimate by scaling

In a periodic cube of volume $V$ the orbitals are $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$. Each is weighted by its occupation, so

$$\rho(\mathbf r_1,\mathbf r_2)=\frac{g}{V}\sum_{\mathbf k}f(k)\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)} .$$

The allowed wave vectors are spaced by $2\pi/V^{1/3}$ in each direction. In a large cube the sum therefore becomes $V\int d^3k/(2\pi)^3$. With $\mathbf r=\mathbf r_1-\mathbf r_2$,

$$\rho(r)=g\int\frac{d^3k}{(2\pi)^3}\,f(k)\,e^{i\mathbf k\cdot\mathbf r}. \tag{1}$$

It depends on the length $r$ alone, because $f$ does not depend on the direction of $\mathbf k$. At $r=0$ it is the density $n$.

The Boltzmann factor becomes small once $k^2/2$ exceeds $T$ by much, so the typical wave number is of order $\sqrt T$. For $r\ll1/\sqrt T$ all important plane waves are nearly in phase and $\rho\approx n$. For $r\gg1/\sqrt T$ their phases differ by many radians and they cancel. The range is thus

$$r_{\text{est}}\sim\frac{1}{\sqrt T}=4.47\ \text{bohr}\quad\text{at }T=0.05\text{ hartree}.$$

For the density, replace the occupation by $z$ inside a sphere of radius $\sqrt T$ and by zero outside:

$$n_{\text{est}}\sim\frac{gz}{(2\pi)^3}\,\frac{4\pi}{3}T^{3/2}=\frac{gz\,T^{3/2}}{6\pi^2}.$$

For $\mu=-5T$, where $z=0.006738$, this is $2.5\times10^{-6}\ \text{bohr}^{-3}$.

Scaling gives one firm statement besides these rough numbers. Put $\mathbf k=\sqrt T\,\mathbf q$ in Eq. (1) with $f=f_B$. The volume element supplies $T^{3/2}$, the occupation becomes $z e^{-q^2/2}$, and the phase becomes $\mathbf q\cdot\mathbf r\sqrt T$. Hence $\rho_B=gzT^{3/2}\,\Phi(r\sqrt T)$ with a universal function $\Phi$. The density changes the height of $\rho_B$ but not its range. The form of $\Phi$ has to be calculated.

## Exact solution

### Boltzmann occupation

Since $k^2=k_x^2+k_y^2+k_z^2$, the integral in Eq. (1) is a product of three factors of the type

$$I(x)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-k^2/2T}e^{ikx}.$$

Differentiation with respect to $x$ brings down $ik$. Because $k\,e^{-k^2/2T}=-T\,\dfrac{d}{dk}e^{-k^2/2T}$,

$$I'(x)=-iT\int_{-\infty}^{\infty}\frac{dk}{2\pi}\left(\frac{d}{dk}e^{-k^2/2T}\right)e^{ikx}.$$

Integrate by parts. The boundary terms vanish, the sign changes, and the derivative of $e^{ikx}$ gives $ix$:

$$I'(x)=iT\,(ix)\,I(x)=-Tx\,I(x).$$

The solution is $I(x)=I(0)\,e^{-Tx^2/2}$, and the Gaussian integral gives $I(0)=\sqrt{2\pi T}/(2\pi)=\sqrt{T/2\pi}$. This is an inverse length. Define the thermal wavelength

$$\lambda=\sqrt{\frac{2\pi}{T}},$$

which in ordinary units is $h/\sqrt{2\pi m k_BT}$; with $\hbar=m=k_B=1$ one has $h=2\pi$, and the two expressions agree. Then $I(0)=1/\lambda$ and $T/2=\pi/\lambda^2$. The product of the three factors, multiplied by $gz$, is

$$\rho_B(r)=\frac{gz}{\lambda^3}\,e^{-\pi r^2/\lambda^2}.$$

Setting $r=0$ identifies the prefactor as the density $n_B$:

$$\boxed{\rho_B(r)=n_B\,e^{-\pi r^2/\lambda^2},\qquad n_B=\frac{gz}{\lambda^3}.} \tag{2}$$

This answers (a). The relation $n_B\lambda^3=gz$ also gives the condition for a nondegenerate gas a picture: $z\ll1$ means that a cube of side $\lambda$ holds far less than one electron on average.

### Fermi-Dirac occupation: the error in absolute terms

With $y=f_B$, the Fermi-Dirac occupation is $f_F=y/(1+y)$. The difference is

$$f_B-f_F=y-\frac{y}{1+y}=\frac{y^2}{1+y},$$

which lies between $0$ and $y^2$. In Eq. (1) the phase factor has modulus one, so for every $r$

$$|\rho_B(r)-\rho_F(r)|\le g\int\frac{d^3k}{(2\pi)^3}\,z^2e^{-k^2/T}.$$

The exponential is a Boltzmann factor with $T$ replaced by $T/2$. This replaces $\lambda^2$ by $2\lambda^2$, so the integral of the exponential is $1/(2^{3/2}\lambda^3)$. Therefore

$$|\rho_B(r)-\rho_F(r)|\le \frac{z}{2^{3/2}}\,n_B. \tag{3}$$

Measured against the density, the error vanishes with $z$ at all separations together. This does not make the relative error small where $\rho_B$ itself is tiny.

### Fermi-Dirac occupation: the error in relative terms

For $\mu<0$ we have $y\le z<1$, and the geometric series applies:

$$f_F=\sum_{l=1}^{\infty}(-1)^{l+1}z^l e^{-lk^2/2T}.$$

Term $l$ is a Boltzmann factor at temperature $T/l$, for which $\lambda^2$ becomes $l\lambda^2$. Integration term by term is allowed, since the integrals of the absolute values have the finite sum $\sum_l z^l/(l^{3/2}\lambda^3)$. The result is

$$\rho_F(r)=\frac{g}{\lambda^3}\sum_{l=1}^{\infty}(-1)^{l+1}t_l,\qquad t_l=\frac{z^l}{l^{3/2}}\,e^{-\pi r^2/(l\lambda^2)}. \tag{4}$$

The first term is $\rho_B$. The later terms have smaller prefactors but wider Gaussians, so they gain on the first as $r$ grows. The ratio of neighbouring terms is

$$\frac{t_{l+1}}{t_l}=z\left(\frac{l}{l+1}\right)^{3/2}\exp\!\left[\frac{\pi r^2}{l(l+1)\lambda^2}\right]<z\,e^{\pi r^2/2\lambda^2},$$

because $l(l+1)\ge2$. If the right-hand side is below one, the terms decrease steadily. The alternating sum then lies between $t_1-t_2$ and $t_1$, and division by $t_1$ gives

$$0<1-\frac{\rho_F(r)}{\rho_B(r)}<\frac{z}{2^{3/2}}\,e^{\pi r^2/2\lambda^2}. \tag{5}$$

At fixed $r/\lambda$ the relative error thus vanishes as $z\to0$. At fixed $z$ the bound grows with $r$. It reaches 10% at $r=\lambda\sqrt{(2/\pi)\ln(0.1\cdot2^{3/2}/z)}$, which is $1.54\lambda$ for $\mu=-5T$. The Gaussian fails completely, with a relative error of order one, near the distance $r^*$ at which the first two terms are equal, $z\,2^{-3/2}e^{\pi r^{*2}/2\lambda^2}=1$, or

$$r^*=\lambda\sqrt{\frac{2}{\pi}\ln\frac{2^{3/2}}{z}}. \tag{6}$$

There the leading terms cancel, so $r^*$ also estimates the first zero of $\rho_F$. To judge the estimate, insert $e^{\pi r^{*2}/2\lambda^2}=2^{3/2}/z$ into the next ratio:

$$\frac{t_3}{t_2}=z\left(\frac23\right)^{3/2}\left(\frac{2^{3/2}}{z}\right)^{1/3}=0.77\,z^{2/3}.$$

The neglected term becomes unimportant as $z$ falls. Squaring the condition for $r^*$ shows how small the Gaussian has become there:

$$e^{-\pi r^{*2}/\lambda^2}=\frac{z^2}{8}.$$

### The far tail

Beyond $r^*$ another form of Eq. (1) is useful. The angular average of $e^{i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)$, and the volume element is $4\pi k^2dk$. Hence

$$\rho_F(r)=\frac{g}{2\pi^2r}\int_0^\infty k\sin(kr)\,f_F\,dk=\frac{g}{4\pi^2r}\,\mathrm{Im}\int_{-\infty}^{\infty}k\,e^{ikr}f_F\,dk. \tag{7}$$

The second form holds because $k\sin(kr)f_F$ is even in $k$.

The last integral can be closed in the upper half of the complex $k$ plane. Let $w=k^2/2-\mu$. The poles of $f_F$ lie where $e^{w/T}=-1$, that is, at $w=\pm i\omega_j$ with $\omega_j=(2j+1)\pi T$ and $j=0,1,2,\dots$ Choose arcs with $|w|=2\pi NT$, which pass midway between poles, so that $f_F$ stays bounded on them as the integer $N$ grows. Near the real $k$ axis $f_F$ is exponentially small on the arc; elsewhere on it $\mathrm{Im}\,k$ is large and $e^{ikr}$ is exponentially small. The arc contributes nothing in the limit.

To locate the poles, write $k=a+ib$ with $k^2=2\mu+2i\omega_j$. Then $a^2-b^2=2\mu$, while the modulus gives $a^2+b^2=2\sqrt{\mu^2+\omega_j^2}$. Half the sum and half the difference give

$$a_j=\sqrt{\sqrt{\mu^2+\omega_j^2}+\mu},\qquad b_j=\sqrt{\sqrt{\mu^2+\omega_j^2}-\mu}.$$

The upper half plane contains $k=a_j+ib_j$ and, from $-i\omega_j$, $k=-a_j+ib_j$. Near a pole $k_p$ the denominator of $f_F$ is $-(k_p/T)(k-k_p)$, because $e^{w/T}=-1$ there and $dw/dk=k_p$. The residue of $k\,e^{ikr}f_F$ is therefore $-T e^{ik_pr}$. The two poles of each pair add up to $-2T e^{-b_jr}\cos(a_jr)$. Multiplying by $2\pi i$, taking the imaginary part and inserting the prefactor of Eq. (7), we obtain

$$\rho_F(r)=-\frac{gT}{\pi r}\sum_{j=0}^{\infty}e^{-b_jr}\cos(a_jr). \tag{8}$$

Since $b_j$ increases with $j$, the term $j=0$ sets the decay at large $r$. The tail is an oscillating exponential divided by $r$, and an exponential eventually exceeds any Gaussian. The Boltzmann factor has no poles at finite $k$, which is why Eq. (2) has no such tail.

### Numbers

At $T=0.05$ hartree the thermal wavelength is

$$\lambda=\sqrt{2\pi/0.05}=11.21\ \text{bohr}=0.593\ \text{nm}.$$

The Fermi-Dirac values below come from the first integral in Eq. (7), evaluated by the trapezoidal rule with 4000 intervals up to $k=12\sqrt T$. At $r=0$ the factor $\sin(kr)/r$ is replaced by its limit $k$. The zero of $\rho_F$ was located by a root search.

Let $n_F=\rho_F(0)$ be the Fermi-Dirac density. To compare shapes, the Gaussian is given this same density. The third column is the relative shortfall $1-\rho_F/(n_Fe^{-\pi r^2/\lambda^2})$ at $r=\lambda$.

| $\mu/T$ | $n_F\lambda^3$ | shortfall at $\lambda$ | first zero$/\lambda$ | $r^*/\lambda$ |
|---:|---:|---:|---:|---:|
| $-1$ | 0.656 | 40% | 1.247 | 1.140 |
| $-3$ | 0.098 | 6.5% | 1.625 | 1.604 |
| $-5$ | 0.013 | 0.90% | 1.965 | 1.961 |

A negative chemical potential alone does not make the gas nondegenerate. At $\mu=-T$ the fugacity is 0.37, the density is 11% below $n_B$, and the Gaussian is poor already at one thermal wavelength. At $\mu=-5T$ the density is $n_F=9.54\times10^{-6}\ \text{bohr}^{-3}$, or $6.44\times10^{19}\ \text{cm}^{-3}$, which is 0.24% below $n_B$. This case in detail:

| $r/\lambda$ | $e^{-\pi r^2/\lambda^2}$ | $\rho_F(r)/n_F$ |
|---:|---:|---:|
| 0 | 1 | 1 |
| 0.5 | 0.4559 | 0.4554 |
| 1.0 | 0.04321 | 0.04282 |
| 1.5 | $8.51\times10^{-4}$ | $7.85\times10^{-4}$ |
| 2.0 | $3.49\times10^{-6}$ | $-8.3\times10^{-7}$ |
| 2.5 | $2.97\times10^{-9}$ | $-1.15\times10^{-7}$ |
| 3.0 | $5.3\times10^{-13}$ | $-1.06\times10^{-9}$ |

The relative shortfall grows from 0.1% at $0.5\lambda$ to 8% at $1.5\lambda$. At $2\lambda$, just past the zero, even the sign is wrong. At $3\lambda$ the Fermi-Dirac value is about 2000 times the Gaussian in magnitude.

Equation (8) accounts for this last value. With $\omega_0=\pi T=0.1571$ hartree, $\sqrt{\mu^2+\omega_0^2}=0.29525$ hartree, so $b_0=0.7384$ and $a_0=0.2127\ \text{bohr}^{-1}$. At $r=3\lambda=33.63$ bohr,

$$-\frac{gT}{\pi r\,n_F}\,e^{-b_0r}\cos(a_0r)\approx-99.2\times(1.64\times10^{-11})\times0.644=-1.05\times10^{-9}.$$

The first pair of poles thus gives the full value to within 1%.

## Comparison of the estimate with the solution

The exact solution gives the universal function left open by scaling. Since $\pi/\lambda^2=T/2$ and $\lambda^{-3}=(T/2\pi)^{3/2}$,

$$\Phi(s)=(2\pi)^{-3/2}e^{-s^2/2},\qquad s=r\sqrt T.$$

At the estimated range, $s=1$, the density matrix has fallen to $e^{-1/2}=0.61$ of its central value. It reaches $1/e$ at $s=\sqrt2$, which is 6.32 bohr here, against the estimate of 4.47 bohr. The dependence on temperature is right: a fourfold rise in $T$ halves the range.

The density estimate is less good. The ratio of the exact density to the estimated one is

$$\frac{n_B}{n_{\text{est}}}=\frac{6\pi^2}{(2\pi)^{3/2}}=3.8,$$

or $9.6\times10^{-6}$ against $2.5\times10^{-6}\ \text{bohr}^{-3}$ at $\mu=-5T$. The cutoff at $k=\sqrt T$ was too low. The number of electrons per interval of $k$ is proportional to $k^2e^{-k^2/2T}$, whose derivative vanishes at $k=\sqrt{2T}$. The sphere therefore leaves out the most populated wave numbers.

The single length $1/\sqrt T$ also misses the change of behaviour at $r^*$. Fermi-Dirac occupation brings in a second parameter, $\mu/T$, and with it a second length. For truncating a density matrix this matters if the tolerance is strict. Suppose elements below a fraction $\eta$ of the density are to be dropped. If $\eta\gg z^2/8$, the Gaussian gives the cutoff radius $\lambda\sqrt{\ln(1/\eta)/\pi}$; for $\eta=10^{-3}$ this is $1.48\lambda$, or 16.6 bohr. At $\mu=-5T$ the limit $z^2/8$ is $5.7\times10^{-6}$. Just below this limit the Gaussian radius is still on the safe side, because the negative lobe beyond the first zero reaches only $1.3\times10^{-6}$ of the density in magnitude, near $2.07\lambda$. For a tolerance below that height the Gaussian radius is too short and the exponential tail of Eq. (8) must be used. For $\eta=10^{-7}$ the Gaussian gives $2.27\lambda$, while the table shows $|\rho_F|/n_F$ still above $\eta$ at $2.5\lambda$.

All these results concern independent electrons. At $\mu=-5T$ the typical spacing $n_F^{-1/3}$ is 47 bohr, and the Coulomb energy of two electrons at that distance is $1/47=0.021$ hartree. This is not small compared with $T=0.05$ hartree, so the numbers describe the ideal gas and not a quantitative model of interacting electrons.
